# Uncertainty Factor of a Diffusivity Extrapolated by an Arrhenius Fit

**Question.** The diffusivity $D$ of a species in a solid has been computed by molecular dynamics at 800, 1000 and 1200 K, in separate runs. Each value carries a 20 percent error. The value at 300 K, where diffusion is too slow for runs of affordable length, is to be found from an Arrhenius fit,

$$D(T)=D_0\,e^{-E\,x},\qquad x=\frac{1}{k_BT}.$$

Temperature enters only through $k_BT$, so $x$ is an inverse energy; numbers are in eV, Å and ps. Where a magnitude of $D$ is needed, take the model values $E=0.30$ eV and $D_0=10$ Å²/ps.

## (a) Interpret the 20 percent error and derive the fit.

**Answer.** Take the errors as independent between temperatures, with zero mean and a known relative standard deviation of 0.20. Write $D_i=D_i^{\rm true}(1+\epsilon_i)$ and $y_i=\ln D_i$. Then

$$y_i=\ln D_i^{\rm true}+\epsilon_i-\tfrac12\epsilon_i^2+\dots,$$

so to leading order each $y_i$ has the standard deviation $s=0.20$. It is the same at all temperatures, and the points therefore get equal weights in a fit of the line $y=a-Ex$, with $a=\ln D_0$. We minimize

$$\chi^2=\frac1{s^2}\sum_{i=1}^n(y_i-a+Ex_i)^2 .$$

Setting the derivative with respect to $a$ to zero gives $\sum_i(y_i-a+Ex_i)=0$, or

$$a=\bar y+E\bar x,$$

where bars denote means over the $n$ points. With this $a$ the residual is $(y_i-\bar y)+E(x_i-\bar x)$. Setting the derivative of its squared sum with respect to $E$ to zero gives

$$\sum_i(x_i-\bar x)\left[(y_i-\bar y)+E(x_i-\bar x)\right]=0 .$$

Define $S=\sum_i(x_i-\bar x)^2$. Since $\sum_i(x_i-\bar x)=0$, the term in $\bar y$ drops out, and

$$E=-\frac1S\sum_i(x_i-\bar x)\,y_i .$$

## (b) Find the standard deviation of the extrapolated $\ln D$ and the uncertainty factor of $D$.

**Answer.** Let $x_*$ belong to 300 K, and let $L=x_*-\bar x$ be the lever arm of the extrapolation. The fitted line gives

$$y_*=a-Ex_*=\bar y-EL=\sum_iw_iy_i,\qquad w_i=\frac1n+\frac{L\,(x_i-\bar x)}{S}.$$

The prediction is a weighted sum of the data. Two sums of the weights will be needed. First, $\sum_iw_i=1$, because the deviations $x_i-\bar x$ sum to zero. Second, $\sum_i(x_i-\bar x)x_i=\sum_i(x_i-\bar x)^2=S$, so

$$\sum_iw_ix_i=\bar x+L=x_* .$$

For independent errors the variances add with squared weights:

$$\sigma_*^2=s^2\sum_iw_i^2
=s^2\left[\frac{n}{n^2}+\frac{2L}{nS}\sum_i(x_i-\bar x)+\frac{L^2}{S^2}\,S\right].$$

The middle term vanishes, leaving

$$\sigma_*=s\sqrt q,\qquad q=\frac1n+\frac{L^2}{S}.$$

An error $\pm\sigma_*$ in $\ln D$ multiplies or divides $D$ by

$$F=e^{\sigma_*}.$$

At the centroid, $L=0$ and $\sigma_*=s/\sqrt n$, the error of a mean. Far from it, $\sigma_*\approx s|L|/\sqrt S$: the error in $\ln D$ grows linearly with the distance in inverse temperature, and the factor grows exponentially.

## (c) Evaluate the factor at 300 K.

**Answer.** The inverse temperatures are 14.506, 11.605 and 9.670 eV⁻¹, with mean $\bar x=11.927$ eV⁻¹, and $x_*=38.682$ eV⁻¹. Hence

$$S=2.5788^2+0.3223^2+2.2564^2\approx11.85\ \text{eV}^{-2},\qquad L=26.755\ \text{eV}^{-1},$$

$$q=\frac13+\frac{26.755^2}{11.8455}=60.76,\qquad \sigma_*=0.20\times7.795=1.559 .$$

The one-sigma factor is

$$F=e^{1.559}\approx4.8,$$

or 0.68 decades. It depends on the temperatures and on $s$, but not on $E$ or $D_0$. If the errors in $\ln D$ are normal, this factor defines a 68 percent interval; the 95 percent factor is $e^{1.960\times1.559}\approx21$.

For the model values, $D(300\text{ K})=9.1\times10^{-5}$ Å²/ps, with a one-sigma interval from $1.9\times10^{-5}$ to $4.3\times10^{-4}$ Å²/ps. Quoting "$\pm156$ percent" instead would put the lower end below zero. The logarithm may be linearized for the small input errors, but the exponential may not be linearized for the large output error.

The weights show where the amplification comes from: $6.16$, $-0.39$ and $-4.76$ at 800, 1000 and 1200 K. The prediction is mainly a difference of two strongly magnified end points.

Repeated fits to simulated data with normal noise in $\ln D$ give $\sigma_*=1.557$, and the two intervals cover the true value in 68.3 and 95.0 percent of cases. Skewed, positive noise with a relative standard deviation of 20 percent in $D$ itself gives 1.577, so for this noise (a gamma distribution) the leading-order treatment of the input error is good to about one percent in $\sigma_*$. The correction depends on the shape of the distribution. For symmetric, normal $\epsilon$, the expansion $\epsilon-\tfrac12\epsilon^2+\tfrac13\epsilon^3$ has, to order $s^4$, the variance $s^2+\tfrac14\cdot2s^4+\tfrac23\cdot3s^4=s^2(1+\tfrac52s^2)$. This leading correction raises $\sigma_*$ by about 5 percent; higher orders add a little more. The simulated spreads and coverages appear in the numerical output; the estimate for normal $\epsilon$ rests on the series alone.

## (d) Find the errors of $E$ and $\ln D_0$. What factor results if their covariance is left out?

**Answer.** From the formula for $E$ in part (a),

$$\sigma_E^2=\frac{s^2}{S^2}\sum_i(x_i-\bar x)^2=\frac{s^2}{S}.$$

The intercept $a$ is the prediction at $x_*=0$, where $L=-\bar x$, so part (b) gives

$$\sigma_a^2=s^2\left(\frac1n+\frac{\bar x^2}{S}\right).$$

For the covariance use $a=\bar y+E\bar x$. The mean $\bar y$ and $E$ are uncorrelated, since

$$\operatorname{cov}(\bar y,E)=-\frac{s^2}{nS}\sum_i(x_i-\bar x)=0 .$$

Therefore $\operatorname{cov}(a,E)=\bar x\,\sigma_E^2=s^2\bar x/S$. The variance of $y_*=a-Ex_*$ is

$$\sigma_*^2=\sigma_a^2+x_*^2\sigma_E^2-2x_*\operatorname{cov}(a,E)
=s^2\left[\frac1n+\frac{(x_*-\bar x)^2}{S}\right],$$

in agreement with part (b).

Numerically, $\sigma_E=0.058$ eV, $\sigma_a=0.703$ (a factor of 2.0 in $D_0$), and the covariance is 0.0403 eV. The three terms are

$$0.494+5.053-3.116=2.43=1.559^2 .$$

Without the last one, $\sigma_*$ would be 2.355 and the factor 10.5, more than twice the correct one. The correlation coefficient is 0.986: a fit with too high a barrier tends to have too high a prefactor, because the line must still pass near the data. At 300 K the two errors partly cancel. A reported $E\pm\sigma_E$ and $D_0$ with its own error are thus insufficient by themselves for the error of an extrapolation. The covariance is needed too. For equally weighted points it can be recovered from the simulation temperatures, as $\bar x\,\sigma_E^2$, so these should at least be reported.

## (e) How does the answer change if the 20 percent is (i) a common error or (ii) a hard limit?

**Answer.** (i) Suppose all $y_i$ are shifted by the same amount $c$. Since $\sum_iw_i=1$, $y_*$ is also shifted by $c$. A wholly common error with standard deviation 0.20 therefore gives a factor of only $e^{0.20}=1.22$. If a common part $s_c$ and an independent part $s_r$ are both present and mutually uncorrelated, then

$$\sigma_*^2=s_c^2+q\,s_r^2 .$$

It is the independent part that the extrapolation amplifies.

(ii) Now let $D_i=D_i^{\rm true}(1+\eta_i)$ with $|\eta_i|\le0.20$. The shift of $y_*$ is $\sum_iw_i\ln(1+\eta_i)$, which is monotonic in each $\eta_i$, so its extremes lie at the limits. The largest overestimate has the 800 K value high and the other two low:

$$6.158\ln1.2-(0.395+4.763)\ln0.8=2.27,$$

a factor of 9.7. Reversing all three signs gives the largest underestimate, a factor of 10.1. The two differ because $|\ln0.8|>\ln1.2$. These are bounds reached in one particular combination of errors, and are not to be compared with $F$ as if they were standard deviations.

## (f) The one-sigma factor is to be brought down to about 2. Compare repeated runs with an added point at 600 K.

**Answer.** With the same temperatures, the required input error is

$$s=\frac{\ln2}{\sqrt q}=\frac{0.693}{7.795}=0.089 .$$

The mean of $m$ independent runs has an error smaller by $\sqrt m$, so $m=(0.20/0.0889)^2=5.06$. Five runs per temperature give a factor of 2.01.

Alternatively, add one point at 600 K, again with a 20 percent error. Its inverse temperature is half that of 300 K, $19.341$ eV⁻¹. The new mean is 13.780 eV⁻¹, so $L$ falls only from 26.8 to 24.9 eV⁻¹, but $S$ rises from 11.8 to 53.1 eV⁻². Then

$$q=\frac14+\frac{24.90^2}{53.07}=11.93,\qquad\sigma_*=0.691,\qquad F=2.00 .$$

The gain comes mainly from the wider spread of the data.

The cost depends on what sets the error. Assume that it is the number of independent hops, which is proportional to $D$ times the run length. Equal relative errors then need run lengths proportional to $1/D$. For the model values, the 600 K run must be 4.27 times as long as the 800 K run. In units of the latter, the original three runs cost

$$1+\frac{0.1288}{0.3077}+\frac{0.1288}{0.5496}=1.65,$$

and four further repetitions of them cost 6.6. On this assumption the 600 K point is cheaper than repeating all three temperatures equally. Equal repetition is not the best use of time, though, because the 1000 K point carries little weight. With a weighted fit and extra runs only at the ends (about 4.2 runs in all at 800 K and 7.4 at 1200 K), the same factor costs an extra 4.7, against 4.27 for the 600 K run. The margin is small, and a slightly higher barrier, near 0.32 eV, reverses the order.

## (g) The level of theory puts the barrier 0.05 eV too high. Does the fit reveal it, and what else lies outside $F$?

**Answer.** Assume that the prefactor is unaffected; in practice it usually shifts too, which adds a constant to all $y_i$ and is passed on unamplified, as in part (e)(i). A barrier error $\delta E$ then changes each $y_i$ by $-\delta E\,x_i$. This is itself a straight line, so the fit absorbs it in $E$ and the residuals do not change. Since $\sum_iw_ix_i=x_*$, the prediction changes by $-\delta E\,x_*$, and $D$ at 300 K is too low by the factor

$$e^{0.05\times38.68}=6.9,$$

against 2.1 at 800 K. Longer runs do not reduce this error. It equals the one-sigma sampling error when $\delta E=\sigma_*/x_*=1.559/38.68=0.040$ eV. If the barrier is less certain than that, the level of theory contributes more to the error at 300 K than the sampling at the original three temperatures does. Which of the two should be improved first depends also on the cost.

The factor $F$ also presupposes that one Arrhenius law holds down to 300 K. A phase change, trapping or tunnelling can break it. Even a single mechanism need not be strictly Arrhenius when $E/k_BT$ is only about 3 to 4, as in the model runs here: the prefactor can depend on temperature, and the fitted $E$ is then an effective value for that range. So can a second, parallel mechanism with a lower barrier: the sum of two Arrhenius terms makes $\ln D$ a convex function of $x$. With $p_1$ and $p_2$ the fractions of $D$ carried by barriers $E_1$ and $E_2$, $d\ln D/dx=-(p_1E_1+p_2E_2)$ and $d^2\ln D/dx^2=p_1E_1^2+p_2E_2^2-(p_1E_1+p_2E_2)^2=p_1p_2(E_1-E_2)^2>0$. Without noise, the deviations of such a curve from the fitted line are positive, negative and positive at the three points, since they must sum to zero and have no linear trend, which leaves only the sign patterns $+-+$ and $-+-$, and convexity, which puts the middle point below the chord of the outer two, selects the first. By convexity the curve then continues to rise above the line on the cold side, and the extrapolation underestimates $D$.

Three points leave a single degree of freedom to detect curvature, which is a weak check. For the same reason $s$ should come from the runs themselves. If it were estimated from the scatter about the line, the normal intervals of part (c) would no longer apply.

## Table of computed values

```
Model barrier E = 0.30 eV
Model prefactor D0 = 10.0 A^2/ps
Standard deviation s of ln D = 0.20
T = 800 K: x = 14.5056 1/eV, D = 0.1288 A^2/ps, weight = 6.1579
T = 1000 K: x = 11.6045 1/eV, D = 0.3077 A^2/ps, weight = -0.3947
T = 1200 K: x = 9.6704 1/eV, D = 0.5496 A^2/ps, weight = -4.7632
T = 300 K: x = 38.6817 1/eV, D = 9.125e-05 A^2/ps
Mean x = 11.9269 1/eV
Lever arm x_star - mean x = 26.7549 1/eV
S = 11.8455 1/eV^2
Variance gain q = 60.763
Error gain sqrt(q) = 7.795
Sigma of ln D(300 K) = 1.559
Same, simulated, normal noise = 1.557
Same, simulated, skewed noise = 1.577
One-sigma factor F = 4.75
F in decades = 0.68
Normal quantile for 95 percent = 1.960
95 percent factor = 21.2
Simulated coverage, one-sigma factor = 68.3 percent
Simulated coverage, 95 percent factor = 95.0 percent
One-sigma interval of D(300 K) = 1.92e-05 to 4.34e-04 A^2/ps
Sigma of E = 0.0581 eV
Sigma of ln D0 = 0.703
One-sigma factor of D0 = 2.02
Covariance of ln D0 and E = 0.04027 eV
Correlation of ln D0 and E = 0.9864
Sigma of ln D(300 K), covariance dropped = 2.355
Factor, covariance dropped = 10.5
Factor, common error only = 1.22
Hard limits, largest overestimate factor = 9.71
Hard limits, largest underestimate factor = 10.12
s needed for a factor of 2 = 0.0889
Equivalent number of runs per temperature = 5.06
Factor with 5 runs per temperature = 2.01
Sigma of ln D(300 K) with 600 K added = 0.691
Factor with 600 K added = 2.00
D(800 K)/D(600 K) = 4.27
Assumed barrier error = 0.05 eV
Its factor at 300 K = 6.92
Its factor at 800 K = 2.07
```
